# Counting the TE modes of a thick silicon slab in silica: a numerical check

```python
"""Guided TE modes of a symmetric slab: M = ceil(P),
P = (2 d / lam) * sqrt(n1^2 - n2^2).
d: core thickness, lam: vacuum wavelength (both in um inside the program),
n1, n2: core and cladding index, k0 = 2 pi / lam,
kappa: transverse wavenumber in the core, gamma: decay constant in the
cladding, beta: propagation constant, n_eff = beta / k0.
The count is tested by diagonalizing the finite-difference wave equation.
Leakage through a finite oxide is tested with complex layered-guide modes.
"""
import math
import numpy as np
import mpmath as mp
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq

d, lam = 10.0, 1.550
n1, n2 = 3.476, 1.444           # rough typical values near 1550 nm
thermo_optic = 1.8e-4           # rough silicon dn/dT, 1/K
thickness_tolerance = 0.5       # rough tolerance, um


def order_parameter(thick, wave, core, clad):
    return 2 * thick / wave * math.sqrt(core**2 - clad**2)


def mode_count(thick, wave, core, clad):
    return math.ceil(order_parameter(thick, wave, core, clad))


def grid_modes(thick, wave, core, clad, pol="TE"):
    """Effective indices of bound modes, highest first, from a grid."""
    core_points = round(thick / 0.0025)
    step = thick / core_points
    clad_points = round(4.0 / step)
    n_sq = np.full(core_points + 2 * clad_points, clad**2)
    n_sq[clad_points:clad_points + core_points] = core**2
    k0 = 2 * math.pi / wave
    # TM flux H'/n^2 is continuous; for TE the weight is one
    weight = np.ones_like(n_sq) if pol == "TE" else n_sq
    padded = np.concatenate(([weight[0]], weight, [weight[-1]]))
    face = 2 / (padded[:-1] + padded[1:])
    diagonal = weight * (face[:-1] + face[1:]) / step**2 - k0**2 * n_sq
    off = -np.sqrt(weight[:-1] * weight[1:]) * face[1:-1] / step**2
    values = eigvalsh_tridiagonal(
        diagonal, off, select="v",
        select_range=(-(k0 * core)**2, -(k0 * clad)**2))
    return np.sqrt(-values) / k0


k0 = 2 * math.pi / lam
K = k0 * math.sqrt(n1**2 - n2**2)
P = order_parameter(d, lam, n1, n2)
M = mode_count(d, lam, n1, n2)


def phase_root(m):
    def mismatch(kappa):
        gamma = math.sqrt(max(K**2 - kappa**2, 0.0))
        return kappa * d - 2 * math.atan2(gamma, kappa) - m * math.pi
    return brentq(mismatch, 1e-9, K, xtol=1e-13)


kappas = np.array([phase_root(m) for m in range(M)])
gammas = np.sqrt(K**2 - kappas**2)
betas = np.sqrt((k0 * n1)**2 - kappas**2)
n_eff = betas / k0

# Count and every effective index against the grid calculation
te_grid = grid_modes(d, lam, n1, n2)
tm_grid = grid_modes(d, lam, n1, n2, "TM")
assert len(te_grid) == M == 41
assert len(tm_grid) == M
index_error = np.max(np.abs(te_grid - n_eff))
assert index_error < 5e-4       # second-order grid error of the top mode

# Counting law on both sides of several cutoffs
thickness_per_mode = d / P
for trial_order in (0.8, 1.2, 2.8, 3.2, 7.8, 8.2):
    trial_d = trial_order * thickness_per_mode
    found = len(grid_modes(trial_d, lam, n1, n2))
    assert found == mode_count(trial_d, lam, n1, n2)

# Thickness tolerance
thin, thick = d - thickness_tolerance, d + thickness_tolerance
count_thin = len(grid_modes(thin, lam, n1, n2))
count_thick = len(grid_modes(thick, lam, n1, n2))
assert count_thin == mode_count(thin, lam, n1, n2)
assert count_thick == mode_count(thick, lam, n1, n2)

# Heating and wavelength shift that admit one more mode
core_needed = math.sqrt(n2**2 + (M * lam / (2 * d))**2)
rise_needed = (core_needed - n1) / thermo_optic
for factor, expected in ((0.5, M), (2.0, M + 1)):
    hot_core = n1 + factor * rise_needed * thermo_optic
    assert len(grid_modes(d, lam, hot_core, n2)) == expected
wave_needed = lam * P / M
for factor, expected in ((0.5, M), (2.0, M + 1)):
    shifted = lam + factor * (wave_needed - lam)
    assert len(grid_modes(d, shifted, n1, n2)) == expected


def ray_leakage(m, oxide):
    """Tunnelling probability per bounce and power loss in 1/um."""
    ka, ga, be = kappas[m], gammas[m], betas[m]
    barrier = (ka**2 + ga**2)**2 / (4 * ka**2 * ga**2)
    tunnelling = 1 / (1 + barrier * math.sinh(ga * oxide)**2)
    return tunnelling, tunnelling * ka / (2 * be * (d + 2 / ga))


def layered_leakage(m, oxide):
    """Power loss in 1/um from the complex mode of the layered guide."""
    mp.mp.dps = 30

    def resonance(ka):
        ga = mp.sqrt(mp.mpf(K)**2 - ka**2)
        r = (ka - 1j * ga) / (ka + 1j * ga)
        damp = mp.exp(-2 * ga * oxide)
        r_bottom = r * (1 - damp) / (1 - r**2 * damp)
        return r * r_bottom * mp.exp(2j * ka * d) - 1

    start = mp.mpc(kappas[m])
    root = mp.findroot(resonance, (start, start * (1 - 1e-6j)),
                       solver="secant")
    beta = mp.sqrt(mp.mpf(k0 * n1)**2 - root**2)
    return float(2 * mp.im(beta))


to_db_cm = 1e4 * 10 / math.log(10)
leak_ratios = []
for oxide in (1.0, 2.0):
    for m in (30, M - 1):
        ratio = ray_leakage(m, oxide)[1] / layered_leakage(m, oxide)
        leak_ratios.append(ratio)
        assert abs(ratio - 1) < 0.05   # first order in tunnelling

print(f"core thickness d = {d:.1f} um")
print(f"vacuum wavelength = {lam * 1000:.0f} nm")
print(f"silicon index n1 = {n1:.3f}, silica index n2 = {n2:.3f}")
print(f"n1^2 - n2^2 = {n1**2 - n2**2:.4f}")
print(f"sqrt(n1^2 - n2^2) = {math.sqrt(n1**2 - n2**2):.4f}")
print(f"2 d / wavelength = {2 * d / lam:.4f}")
print(f"order parameter P = {P:.3f}")
print(f"TE modes from formula = {M}")
print(f"TE modes from grid = {len(te_grid)}")
print(f"TM modes from grid = {len(tm_grid)}")
print(f"largest TE index difference, grid - phase = {index_error:.1e}")
print(f"thickness per extra mode = {thickness_per_mode * 1000:.1f} nm")
critical = math.degrees(math.asin(n2 / n1))
print(f"critical angle from normal = {critical:.2f} degrees")
for m in (0, M - 1):
    angle = math.degrees(math.asin(n_eff[m] / n1))
    print(f"TE{m}: kappa = {kappas[m]:.4f} 1/um")
    print(f"TE{m}: gamma = {gammas[m]:.4f} 1/um")
    print(f"TE{m}: effective index = {n_eff[m]:.4f}")
    print(f"TE{m}: ray angle from normal = {angle:.2f} degrees")
    print(f"TE{m}: field decay length = {1000 / gammas[m]:.1f} nm")
print(f"thickness tolerance = +/- {thickness_tolerance:.1f} um")
print(f"TE modes at {thin:.1f} um = {count_thin}")
print(f"TE modes at {thick:.1f} um = {count_thick}")
print(f"thickness admitting mode {M + 1} = {M * thickness_per_mode:.3f} um")
print(f"rough silicon dn/dT = {thermo_optic:.1e} 1/K")
print(f"silicon index admitting mode {M + 1} = {core_needed:.4f}")
print(f"temperature rise admitting mode {M + 1} = {rise_needed:.0f} K")
print(f"wavelength admitting mode {M + 1} = {wave_needed * 1000:.0f} nm")
for oxide in (1.0, 2.0):
    losses = [ray_leakage(m, oxide)[1] * to_db_cm for m in range(M)]
    low_loss = sum(loss < 1 for loss in losses)
    chance = ray_leakage(M - 1, oxide)[0]
    print(f"oxide {oxide:.0f} um: TE{M - 1} tunnelling/bounce = {chance:.2e}")
    print(f"oxide {oxide:.0f} um: TE0 loss = {losses[0]:.1e} dB/cm")
    print(f"oxide {oxide:.0f} um: TE{M - 1} loss = {losses[-1]:.2g} dB/cm")
    print(f"oxide {oxide:.0f} um: modes below 1 dB/cm = {low_loss}")
print(f"ray/layered loss ratio, lowest = {min(leak_ratios):.4f}")
print(f"ray/layered loss ratio, highest = {max(leak_ratios):.4f}")
print("PASS")
```

Output:

```
core thickness d = 10.0 um
vacuum wavelength = 1550 nm
silicon index n1 = 3.476, silica index n2 = 1.444
n1^2 - n2^2 = 9.9974
sqrt(n1^2 - n2^2) = 3.1619
2 d / wavelength = 12.9032
order parameter P = 40.798
TE modes from formula = 41
TE modes from grid = 41
TM modes from grid = 41
largest TE index difference, grid - phase = 2.4e-04
thickness per extra mode = 245.1 nm
critical angle from normal = 24.55 degrees
TE0: kappa = 0.3093 1/um
TE0: gamma = 12.8134 1/um
TE0: effective index = 3.4752
TE0: ray angle from normal = 88.74 degrees
TE0: field decay length = 78.0 nm
TE40: kappa = 12.6030 1/um
TE40: gamma = 2.3334 1/um
TE40: effective index = 1.5545
TE40: ray angle from normal = 26.56 degrees
TE40: field decay length = 428.6 nm
thickness tolerance = +/- 0.5 um
TE modes at 9.5 um = 39
TE modes at 10.5 um = 43
thickness admitting mode 42 = 10.049 um
rough silicon dn/dT = 1.8e-04 1/K
silicon index admitting mode 42 = 3.4902
temperature rise admitting mode 42 = 79 K
wavelength admitting mode 42 = 1542 nm
oxide 1 um: TE40 tunnelling/bounce = 4.89e-03
oxide 1 um: TE0 loss = 3.2e-12 dB/cm
oxide 1 um: TE40 loss = 20 dB/cm
oxide 1 um: modes below 1 dB/cm = 39
oxide 2 um: TE40 tunnelling/bounce = 4.53e-05
oxide 2 um: TE0 loss = 2.4e-23 dB/cm
oxide 2 um: TE40 loss = 0.18 dB/cm
oxide 2 um: modes below 1 dB/cm = 41
ray/layered loss ratio, lowest = 0.9930
ray/layered loss ratio, highest = 1.0000
PASS
```
